# First-Order 1s Energy Shift from a Uniformly Charged Nucleus

## First half: the shift to first order

**Q.** Calculations on silver or lanthanide precursors can be run with a nucleus of finite size instead of a point charge. The nucleus is roughly a hundred to two hundred times smaller than even the innermost shell. Why should the energy notice?

**A.** The simplest case that can answer this is one electron in the 1s state of a nucleus with charge number $Z$. I compare two nuclei: a point, and a sphere of radius $R$ filled uniformly with the same charge. Both are fixed in space, and the electron obeys the Schrödinger equation. Relativity is left out for now, although it will matter for heavy elements.

I use Hartree atomic units. The electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ are set to one, lengths are in bohr and energies in hartree. The point-nucleus Hamiltonian is

$$H_0=-\frac12\nabla^2-\frac Zr .$$

The quantity wanted is the 1s energy with the sphere minus the 1s energy with the point.

**Q.** Then first show me the potential inside the sphere. I do not want to accept a remembered parabola.

**A.** The charge within radius $r$ grows with the enclosed volume, so for $r<R$ it is $Q(r)=Z(r/R)^3$. By Gauss's law the outward electric field is $Q(r)/r^2$. The electron has charge $-1$, so it is pulled inward with a force of this size, and its potential energy $V$ rises outward with slope

$$\frac{dV}{dr}=\frac{Q(r)}{r^2}=\frac{Zr}{R^3}\qquad(r<R).$$

Outside, the whole charge is enclosed and $V=-Z/r$, which vanishes at infinity. The potential is continuous at the surface, where $V(R)=-Z/R$. Integrating inward from there gives

$$V(r)=-\frac ZR-\int_r^R\frac{Zs}{R^3}\,ds
=-\frac ZR-\frac{Z(R^2-r^2)}{2R^3}
=-\frac{Z}{2R}\left(3-\frac{r^2}{R^2}\right).$$

At the centre the potential energy is $-3Z/(2R)$, which is deep but finite.

**Q.** So which way does the level move? A deep well sounds attractive.

**A.** It has to be compared with the point nucleus, whose potential is deeper still. The change is

$$\Delta V(r)=V(r)+\frac Zr .$$

It is zero for $r\ge R$. For $r<R$, set $x=r/R$:

$$\Delta V=\frac ZR f(x),\qquad f(x)=\frac1x-\frac32+\frac{x^2}{2}.$$

Over the common denominator $2x$, the numerator is $2-3x+x^3$. Multiplying out $(1-x)^2(2+x)=(1-2x+x^2)(2+x)$ gives $2-3x+x^3$ as well, so

$$f(x)=\frac{(1-x)^2(2+x)}{2x}\ge0\qquad(0<x\le1).$$

The change is repulsive throughout the nucleus, and the level goes up. Physically, an electron inside the sphere feels only the charge enclosed beneath it, whereas the point nucleus would pull with its full charge.

**Q.** You will now average $\Delta V$ over the old wave function. Why is that the first-order energy?

**A.** Put a bookkeeping factor $\lambda$ in front of the change and expand:

$$(H_0+\lambda\Delta V)(\psi_0+\lambda\psi_1+\dots)=(E_0+\lambda E_1+\dots)(\psi_0+\lambda\psi_1+\dots).$$

The terms without $\lambda$ are the point-nucleus equation $H_0\psi_0=E_0\psi_0$. The terms linear in $\lambda$ are

$$(H_0-E_0)\psi_1=(E_1-\Delta V)\psi_0 .$$

Multiply by $\psi_0$, which is real, and integrate over space. On the left, $H_0$ is Hermitian and may act on $\psi_0$ instead, where $H_0-E_0$ gives zero. With $\psi_0$ normalized, the right side gives

$$E_1=\int|\psi_0|^2\,\Delta V\,d^3r .$$

At the end $\lambda=1$. The two spin states do not complicate this, because $\Delta V$ does not act on spin.

**Q.** And the wave function?

**A.** Try $\psi_0=Ne^{-Zr}$. For a spherical function $\nabla^2\psi=\psi''+2\psi'/r$, so

$$-\frac12\left(Z^2-\frac{2Z}{r}\right)\psi_0-\frac Zr\psi_0=-\frac{Z^2}{2}\psi_0 .$$

The $1/r$ terms cancel and $E_0=-Z^2/2$. This function has no nodes and is the ground state. For the normalization I use $\int_0^\infty r^2e^{-ar}dr=2/a^3$ with $a=2Z$:

$$1=4\pi N^2\,\frac{2}{(2Z)^3}=\frac{\pi N^2}{Z^3},\qquad |\psi_0|^2=\frac{Z^3}{\pi}e^{-2Zr}.$$

**Q.** But $\Delta V$ becomes infinite at the centre. How can its average be small?

**A.** The volume element removes the singularity. A shell at radius $r$ has volume $4\pi r^2dr$, and $r^2$ times $1/r$ vanishes at the centre. With $r=Rx$ and $dr=R\,dx$,

$$E_1=\int_0^R4\pi r^2\,\frac{Z^3}{\pi}e^{-2Zr}\,\Delta V\,dr
=4Z^3\cdot R^3\cdot\frac ZR\int_0^1x^2f(x)e^{-2ZRx}\,dx .$$

The factors combine to

$$E_1=4Z^4R^2\int_0^1x^2f(x)e^{-2ZRx}\,dx .$$

This is the complete first-order energy for the uniform sphere, with no restriction on $ZR$ so far.

**Q.** The exponential spoils a simple formula. I suspect you are about to drop it.

**A.** I am, but with a bound on the error. In the integral $x$ lies between 0 and 1, so the exponential lies between $e^{-2ZR}$ and 1. Since $x^2f$ is nowhere negative, the integral lies between the same two multiples of its value without the exponential. That value is

$$\int_0^1x^2f\,dx=\int_0^1\left(x-\frac32x^2+\frac12x^4\right)dx
=\frac12-\frac12+\frac1{10}=\frac1{10}.$$

Therefore

$$\frac25Z^4R^2\,e^{-2ZR}\le E_1\le\frac25Z^4R^2,$$

and for $ZR\ll1$

$$\boxed{\Delta E\simeq\frac25\,Z^4R^2\ \text{hartree}}$$

with $R$ in bohr. Relative to the boxed value, dropping the exponential costs at most $1-e^{-2ZR}$, which is smaller than $2ZR$. The condition $ZR\ll1$ says that the nucleus is small compared with the 1s length $1/Z$.

**Q.** My notes are in Rydberg units and have four fifths. One of us has lost a factor of two.

**A.** Neither has. In Rydberg atomic units the length is still the bohr, but the energy unit is half a hartree. The Hamiltonian is $-\nabla^2-2Z/r$, twice the one above when written as a number. The wave function as a function of $r$ in bohr is unchanged, while $\Delta V$ carries twice the number. Hence

$$\Delta E\simeq\frac45Z^4R^2\ \text{rydberg},$$

which is the same energy. The coefficient two fifths belongs to hartree.

**Q.** The chance of finding the electron in the nucleus must go as the nuclear volume. Why do you get $R^2$ rather than $R^3$?

**A.** Because the potential change grows as the nucleus shrinks. For small $ZR$ the probability of being inside is the central density times the volume:

$$P\simeq\frac{Z^3}{\pi}\cdot\frac{4\pi R^3}{3}=\frac43(ZR)^3 .$$

Dividing the energy by this probability gives the mean change felt while inside:

$$\frac{(2/5)Z^4R^2}{(4/3)Z^3R^3}=\frac{3}{10}\frac ZR .$$

Three powers of $R$ from the volume and one inverse power from the potential leave $R^2$. The fourth power of $Z$ has a similar origin: three powers come from the density at the nucleus and one from the nuclear charge.

**Q.** Real nuclei do not have a sharp edge. Does the two fifths depend on that idealization?

**A.** The number does, but through one property of the charge distribution. Build any spherical distribution from thin shells. If all the charge sat on a shell of radius $s$, the potential inside would be constant and equal to its surface value $-Z/s$. The change would be $Z(1/r-1/s)$ for $r<s$ and zero beyond. Its volume integral is

$$4\pi Z\int_0^s\left(r-\frac{r^2}{s}\right)dr=4\pi Z\left(\frac{s^2}{2}-\frac{s^2}{3}\right)=\frac{2\pi}{3}Zs^2 .$$

Potentials of different charges add, so a distribution of shells replaces $s^2$ by its charge-weighted mean $\langle r^2\rangle$. If the electron density is nearly constant over the nucleus,

$$\Delta E\simeq\frac{2\pi}{3}Z\,|\psi_0(0)|^2\langle r^2\rangle .$$

For the uniform sphere the charge in a shell is proportional to $r^2dr$, so

$$\langle r^2\rangle=\frac{\int_0^Rr^4dr}{\int_0^Rr^2dr}=\frac{R^5/5}{R^3/3}=\frac35R^2 .$$

With $|\psi_0(0)|^2=Z^3/\pi$ this gives $\tfrac{2\pi}{3}\cdot\tfrac{Z^4}{\pi}\cdot\tfrac35R^2=\tfrac25Z^4R^2$ again. A soft-edged nucleus with the same mean square radius has the same leading shift. Its detailed shape enters at the next power of $R$.

**Q.** Give me a heavy case with numbers.

**A.** Take the silver ion with a single electron, $Z=47$, and a rough uniform radius of 5.8 fm. The bohr is 52 917.72 fm, so

$$R=\frac{5.8}{52\,917.72}=1.096\times10^{-4}\ \text{bohr},\qquad ZR=0.00515 .$$

The nucleus is small on the scale of the 1s orbital. With $Z^4=4.880\times10^6$ and $R^2=1.2013\times10^{-8}$,

$$\Delta E\simeq0.4\times4.880\times10^6\times1.2013\times10^{-8}=0.02345\ \text{hartree}.$$

One hartree is 27.211 eV, so the shift is 0.638 eV, or 0.0469 rydberg. The radius is rough, and as a prediction of this model the result should be read as 0.64 eV. The probability of finding the electron inside the nucleus is about $1.8\times10^{-7}$. The shift is still visible on an electronvolt scale because the mean potential change inside is so large.

**Q.** The 1s level itself must lie far deeper than that.

**A.** It does. In this model $E_0=-47^2/2=-1104.5$ hartree, or $-30\,055$ eV. The shift is about two parts in $10^5$ of the binding energy. Whether it matters depends on the question being asked. It is a tiny fraction of the total energy and yet not negligible beside the energy of a chemical bond, which is typically a few electronvolts.

**Q.** How much did dropping the exponential cost here?

**A.** Expand it one step further, $e^{-2ZRx}\simeq1-2ZRx$. The extra term in the first-order energy is

$$-8Z^5R^3\int_0^1x^3f\,dx=-8Z^5R^3\left(\frac13-\frac38+\frac1{12}\right)=-\frac13Z^5R^3,$$

because the bracket is $(8-9+2)/24=1/24$. Relative to the leading term this is $-\tfrac56ZR$, or $-0.43\%$ for silver. Numerical quadrature of the integral with its exponential gives 0.6353 eV, against 0.6381 eV for the simple formula. I keep the extra digits because the radius is held fixed in the comparison. They say nothing about how well the radius is known.

## Second half: higher orders, relativity and chemistry

The second half uses these results. The nucleus has charge number $Z$ and radius $R$, and $x=r/R$. Replacing the point by the sphere changes the potential by $\Delta V=(Z/R)f(x)$ for $x<1$, with $f=1/x-3/2+x^2/2\ge0$, and by nothing outside. The point-nucleus state is $\psi_0=\sqrt{Z^3/\pi}\,e^{-Zr}$ with $E_0=-Z^2/2$. The first-order shift is

$$E_1=\frac25Z^4R^2-\frac13Z^5R^3+\dots$$

in hartree. For one-electron silver with $R=5.8$ fm, $ZR=0.00515$ and the leading term is 0.638 eV.

**Q.** You improved the first-order integral by keeping a cubic term. Is the energy now correct through $R^3$?

**A.** No. The wave function also responds to the changed potential, and this contributes at the same power. The sign can be seen in advance. By the variational principle the true ground-state energy cannot exceed the expectation value of the full Hamiltonian in $\psi_0$, which is $E_0+E_1$. The response therefore lowers the energy or leaves it unchanged.

**Q.** Second order normally means smaller. Why the same power?

**A.** The second-order energy is indeed smaller than the leading shift, by one factor of $ZR$. The correction from the exponential is smaller by the same factor.

To obtain it, collect the terms in $\lambda^2$ of the perturbation expansion and multiply by $\psi_0$. The term with $H_0-E_0$ drops out as before. Choosing $\psi_1$ orthogonal to $\psi_0$ leaves

$$E_2=\int\psi_0\,\Delta V\,\psi_1\,d^3r .$$

Only $\psi_1$ inside the nucleus is needed. It obeys $(H_0-E_0)\psi_1=(E_1-\Delta V)\psi_0$. At distances of order $R$ the kinetic term is of order $\psi_1/R^2$. The terms $Z\psi_1/r$ and $E_0\psi_1$ are smaller by $ZR$ and $(ZR)^2$, and $E_1$ is negligible beside $\Delta V$. To leading order $\psi_0$ may be replaced by its central value, so

$$\frac1{r^2}\frac{d}{dr}\left(r^2\frac{d\psi_1}{dr}\right)=2\,\Delta V\,\psi_0(0).$$

**Q.** Solve it, please, including the constant of integration.

**A.** Define

$$F(x)=\int_0^xy^2f(y)\,dy=\frac{x^2}{2}-\frac{x^3}{2}+\frac{x^5}{10},\qquad F(1)=\frac1{10}.$$

The integral of $r^2\Delta V$ from the centre outward is $ZR^2F(x)$. Hence, inside the nucleus,

$$\frac{d\psi_1}{dr}=2Z\psi_0(0)\frac{F(x)}{x^2}.$$

Outside, $F$ keeps the value $1/10$, and the slope falls as $1/x^2$. For $R\ll r\ll1/Z$ the correction must join a part that varies on the scale $1/Z$. That part is of relative size $(ZR)^2$, up to a logarithm, whereas $\psi_1/\psi_0$ inside the nucleus is of order $ZR$. To leading order I may therefore let $\psi_1$ vanish far from the nucleus. Integrating inward gives

$$\psi_1=-2ZR\,\psi_0(0)\,G(x),\qquad G(x)=\frac1{10}+\int_x^1\frac{F(y)}{y^2}\,dy .$$

The first term in $G$ comes from the outside region, $\int_1^\infty dy/(10y^2)=1/10$. The minus sign means that the electron is pushed out of the nucleus, as a repulsive change should do.

**Q.** And the energy?

**A.** Insert this in $E_2$, using $4\pi r^2\Delta V\,dr=4\pi ZR^2F'(x)\,dx$ and $\psi_0(0)^2=Z^3/\pi$:

$$E_2=-8Z^5R^3\int_0^1F'G\,dx .$$

Now integrate by parts. Since $F(0)=0$, $F(1)=G(1)=1/10$ and $G'=-F/x^2$,

$$\int_0^1F'G\,dx=\frac1{100}+\int_0^1\frac{F^2}{x^2}\,dx .$$

Squaring $F/x=x/2-x^2/2+x^4/10$ gives

$$\frac{F^2}{x^2}=\frac{x^2}{4}-\frac{x^3}{2}+\frac{x^4}{4}+\frac{x^5}{10}-\frac{x^6}{10}+\frac{x^8}{100}.$$

Its integral is

$$\frac1{12}-\frac18+\frac1{20}+\frac1{60}-\frac1{70}+\frac1{900}=\frac{149}{12\,600}.$$

Adding $1/100=126/12\,600$ gives $275/12\,600=11/504$, and

$$E_2=-\frac{11}{63}Z^5R^3 .$$

Each further order brings another factor $ZR$, up to a logarithm, so third order does not enter at this power. The terms omitted below are of relative size $(ZR)^2$ times a logarithm of $ZR$. The two cubic terms add to $-\tfrac{21}{63}-\tfrac{11}{63}=-\tfrac{32}{63}$. Dividing by $2/5$,

$$\Delta E=\frac25Z^4R^2\left[1-\frac{80}{63}ZR+\dots\right].$$

For silver the bracket lowers the shift by 0.65%.

**Q.** All this rests on perturbation theory with a potential that is singular at the centre. Can you get two fifths without it?

**A.** Yes, by matching solutions at the nuclear surface. Let $p(r)$ be the radial wave function and define $u=p'/(2p)$. Then $p'=2up$ and $p''=(2u'+4u^2)p$. The radial equation $-\tfrac12(p''+2p'/r)+Vp=Ep$ becomes

$$u'=-\frac{2u}{r}-2u^2-(E-V).$$

Inside the nucleus $V$ is of order $Z/R$, much larger than $E$, and $2u^2$ is also negligible to leading order. Then $(r^2u)'=r^2V$. Integrating from the centre, where $r^2u=0$,

$$R^2u(R)=-\frac Z{2R}\int_0^R\left(3r^2-\frac{r^4}{R^2}\right)dr=-\frac Z{2R}\cdot\frac45R^3,$$

so $u(R)=-\tfrac25Z$.

**Q.** The outside solution has to know about the new energy.

**A.** For a point nucleus $u=-Z/2$ at every radius. Write $u=-Z/2+v$ and $E=-Z^2/2+\Delta E$. The point-nucleus terms cancel and leave

$$v'=-\frac{2v}{r}+2Zv-2v^2-\Delta E .$$

For small $ZR$ the quadratic term is negligible. Multiplying by $r^2e^{-2Zr}$ turns the rest into

$$\frac{d}{dr}\left(r^2e^{-2Zr}v\right)=-\Delta E\,r^2e^{-2Zr}.$$

For the decaying solution the bracket vanishes at infinity. Integrating from $R$ outward and using $ZR\ll1$,

$$R^2v(R)\simeq\Delta E\int_0^\infty r^2e^{-2Zr}dr=\frac{\Delta E}{4Z^3}.$$

Continuity of $p$ and $p'$ makes $u$ continuous. Thus $-\tfrac25Z=-\tfrac12Z+\Delta E/(4Z^3R^2)$, which gives $\Delta E=\tfrac25Z^4R^2$.

If no term is dropped, the two equations can be integrated numerically by a Runge–Kutta method, outward from the centre and inward from $r=20/Z$, with $\Delta E$ adjusted until they meet at $R$. For silver this gives 0.6339 eV. The cubic formula gives $0.6381\times(1-1.270\times0.00515)=0.6339$ eV as well.

**Q.** So within the Schrödinger equation the matter is settled. But silver is heavy. Does the Schrödinger equation deserve this precision?

**A.** It does not. The relevant parameter is $Z\alpha$, with $\alpha$ the fine-structure constant. In these units the speed of light is $c=1/\alpha$, and for silver $Z\alpha=0.343$.

Take the Dirac equation with the energy $E$ measured from the rest energy. Its upper and lower two-component parts $\phi$ and $\chi$ obey

$$(E-V)\phi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi,\qquad
(2c^2+E-V)\chi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi .$$

For the 1s state write $\phi=p(r)\,\eta$ and $\chi=-(i/c)\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,g(r)\,\eta$, with $\eta$ a constant spinor. The momentum operator is $\mathbf p=-i\nabla$. The gradient of $p(r)$ is radial, and the radial vector $\hat{\mathbf r}g$ has no curl and has divergence $g'+2g/r$. The two equations become

$$p'=\left(2+\frac{E-V}{c^2}\right)g,\qquad g'=-\frac{2g}{r}-(E-V)p .$$

With $u=g/p$ this is the previous matching problem with one changed coefficient:

$$u'=-\frac{2u}{r}-(E-V)-\left(2+\frac{E-V}{c^2}\right)u^2 .$$

**Q.** What does the changed coefficient do to the size shift?

**A.** The same numerical matching, with the same sphere, gives 1.31 eV. That is 2.07 times the matched Schrödinger value. For one-electron silver the nonrelativistic formula misses about half of the Dirac shift.

The point nucleus shows why the shift grows. There a constant $u$ again solves the equation. Setting the $1/r$ terms to zero gives $Zu^2/c^2+2u+Z=0$. The root that becomes $-Z/2$ for large $c$ is

$$u=-\frac{Z}{1+\gamma},\qquad\gamma=\sqrt{1-(Z\alpha)^2}.$$

Near the centre $p'/p\simeq Zu/(c^2r)$. Since $(Z\alpha)^2=(1-\gamma)(1+\gamma)$, this equals $-(1-\gamma)/r$, and $p$ varies as $r^{\gamma-1}$. The density therefore rises towards the centre as $r^{2\gamma-2}$.

For silver $\gamma=0.939$. Between the orbital scale $1/Z$ and the nuclear surface this power contributes a factor of about $0.00515^{-0.121}\simeq1.9$. This is an estimate of the enhancement, not a derivation of the factor 2.07.

**Q.** Then is 1.31 eV the difference between your $-30\,055$ eV level and the real one?

**A.** No. It is the change caused by giving the nucleus a size in the Dirac model. Other effects change the total energy by different amounts.

Relativity lowers the point-nucleus level itself by 940 eV. This follows from the constant terms of the equation for $u$, which give $E=-2u^2/(1+u^2/c^2)=-c^2(1-\gamma)$.

The nucleus also recoils. With nuclear mass $M$ in electron masses, the reduced mass is $M/(M+1)$, and the Schrödinger level rises by $(Z^2/2)/(M+1)$. For a rough mass of 108 u this is 0.15 eV.

Radiative corrections have the natural scale $(\alpha/\pi)(Z\alpha)^4c^2=\alpha^3Z^4/\pi$, or 16 eV here. This is a scale, and the actual correction contains a further function of $Z\alpha$ that I have not calculated. An absolute 1s energy therefore needs much more than a finite nucleus. In a comparison of two nuclear radii at fixed charge and mass, the parts that do not depend on radius cancel.

**Q.** How well must I know the radius?

**A.** The leading nonrelativistic formula is quadratic in $R$, so a radius larger by 1% gives a shift larger by 2%. In the Dirac model the shift grows slightly more slowly, nearly as $R^{2\gamma}$, and for silver the same change of radius gives about 1.9%. For an actual nucleus with a diffuse surface, choosing $R$ to reproduce the mean square charge radius, $R^2=\tfrac53\langle r^2\rangle$, gives the same leading nonrelativistic shift. In the Dirac model the density varies within the nucleus, and the match is only approximate.

**Q.** Now put this beside a real silver precursor. Does its reaction energy move by an electronvolt?

**A.** Not on this evidence. The example is a silver nucleus with one electron, and 5.8 fm is a rough but realistic radius for it. A precursor molecule contains silver with most of its electrons, bound to ligands. One assumption that clearly fails for the core is the nonrelativistic density, and in the one-electron ion correcting it moves the size shift from 0.63 to 1.31 eV. For a lanthanide, with $Z$ between 57 and 71, $Z\alpha$ lies between about 0.42 and 0.52, and the nonrelativistic formula is less suitable still.

A reaction energy is a difference. In first order, with nonrelativistic electrons of total number density $\rho$ and a density nearly constant over the nucleus, the size effect is the sum of the one-electron contributions:

$$\Delta E_{\rm size}\simeq\frac{2\pi}{3}Z\langle r^2\rangle\rho(0).$$

If reactant and product contain the same silver nucleus, their difference depends on the change of $\rho(0)$, and the part of the core density common to both cancels. The inner s shells still respond to a change in the valence shell, and that response belongs to the change of $\rho(0)$. Suppose, for illustration, that this change were one ten-thousandth of the density of a single hydrogenic 1s electron. The reaction energy would move by $0.638\times10^{-4}$ eV, or about 0.06 meV, before relativistic enhancement. The real change has to come from a calculation on the two molecules.

**Q.** So what should I do in such a calculation?

**A.** In an all-electron calculation, use the same nuclear model for reactant and product. If one side had a point nucleus and the other a finite one, the core shift would not cancel, and an artificial energy of the size found here, or larger with more core electrons, would enter the difference. For heavy elements the finite nucleus should be combined with a relativistic treatment. The two-fifths law then serves as the nonrelativistic, small-$ZR$ limit of the one-electron problem.
